# Apparent Surface Potential of a Planar Gouy-Chapman Double Layer

## Problem

A flat, uniformly charged wall borders a symmetric $z{:}z$ electrolyte that fills the half-space $x>0$. No other surface is near. Treat the ions as point charges in the mean potential $\psi(x)$, and the solvent as a medium of uniform permittivity $\varepsilon$. The plane $x=0$ is where the diffuse layer begins, and $\psi_0=\psi(0)$ is the potential there. Far from the wall $\psi\to0$, and each ion species has number density $n$.

(a) Find the exact potential profile.

(b) Far from the wall the profile approaches a linear Debye-Hückel profile $\psi_{\rm app}e^{-x/\lambda}$. Find the apparent surface potential $\psi_{\rm app}$ in terms of $\psi_0$.

(c) What happens to $\psi_{\rm app}$ as $\psi_0$ grows without limit? Give the number for monovalent ions at 25 °C.

(d) An oxidized silicon wafer sits in an alkaline rinse with 10 mM monovalent salt at 25 °C. Take a diffuse-layer charge of $-2.00$ µC/cm² and a relative permittivity of 78.4. Find $\psi_0$, $\psi_{\rm app}$, and the distance beyond which the linear profile is good to 1%.

## Hints

1. Measure potential in units of $V/z$, with $V=kT/e$, and distance in units of $\lambda$. One parameter-free equation remains.
2. Multiply that equation by the first derivative of the potential. Both sides become total derivatives.
3. Differentiate $\ln\tanh(y/4)$ before attempting the second integration.
4. Two profiles match in the far tail if their ratio tends to one. They need not agree at the wall.
5. For (d), the wall charge balances the total ionic charge, which gives the slope at the wall.

## Solution

### (a) The exact profile

Let $y=z\psi/V$. The Boltzmann densities are $ne^{-y}$ for cations and $ne^{y}$ for anions, so the charge density is

$$\rho=zen(e^{-y}-e^{y})=-2zen\sinh y .$$

Poisson's equation, $\varepsilon\,d^2\psi/dx^2=-\rho$, with $\psi=Vy/z$, becomes

$$\frac{d^2y}{dx^2}=\frac{2z^2en}{\varepsilon V}\sinh y=\frac{\sinh y}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon kT}{2z^2e^2n}.$$

With $X=x/\lambda$, and primes for $d/dX$, this is $y''=\sinh y$.

Take a positive wall. The equation is unchanged under $y\to-y$, so a negative wall has the same profile with its sign reversed. Multiplying by $y'$ and integrating gives $\tfrac12y'^2=\cosh y+C$. Far away $y$ and $y'$ vanish, so $C=-1$ and

$$y'^2=2(\cosh y-1)=4\sinh^2(y/2).$$

A positive potential that decays to zero needs the negative root:

$$y'=-2\sinh(y/2).$$

To integrate again, note that

$$\frac{d}{dy}\ln\tanh\frac y4=\frac{1}{4\sinh(y/4)\cosh(y/4)}=\frac{1}{2\sinh(y/2)} .$$

Hence $d[\ln\tanh(y/4)]/dX=y'/[2\sinh(y/2)]=-1$. With $y(0)=y_0$,

$$\tanh\frac y4=\gamma e^{-X},\qquad \gamma=\tanh\frac{y_0}{4}.$$

### (b) Matching the tail

When $y\ll1$, $\sinh y\approx y$ and the equation becomes $y''=y$. Its decaying solution is $Ae^{-X}$, the Debye-Hückel profile. The linear equation does not determine $A$ for a strongly charged wall, because it fails close to that wall. The exact solution supplies it.

Write $u=\gamma e^{-X}$. Then

$$y=4\,{\rm artanh}\,u=4u+\frac43u^3+\dots$$

As $X\to\infty$, $u\to0$ and $y/(4u)\to1$. The matched profile is therefore $4u=4\gamma e^{-X}$, so $A=4\gamma$ and

$$\psi_{\rm app}=\frac{4V}{z}\tanh\frac{z\psi_0}{4V}.$$

For a weakly charged wall, $\tanh w\approx w-w^3/3$ with $w=y_0/4$ gives $A\approx y_0-y_0^3/48$. The apparent and true potentials then agree to leading order.

The next term of the series measures the quality of the match. The exact profile exceeds the matched one by the fraction $u^2/3$ of the matched value. Since $y\approx4u$, this fraction is about $y^2/48$. It depends on the local potential, so a highly charged wall also has a good linear tail, but one that begins farther out.

### (c) Saturation

For large $w$, $\tanh w=(1-e^{-2w})/(1+e^{-2w})\approx1-2e^{-2w}$. With $w=y_0/4$,

$$A\approx4-8e^{-y_0/2}.$$

The magnitude of $\psi_{\rm app}$ thus approaches $4V/z$ from below. For $z=1$ at 298.15 K, $V=25.693$ mV and

$$|\psi_{\rm app}|\to4\times25.693\ {\rm mV}=102.77\ {\rm mV}\approx103\ {\rm mV}.$$

The formula gives the following values for monovalent ions:

| True $\psi_0$ (mV) | Apparent $\psi_{\rm app}$ (mV) |
|---:|---:|
| 25 | 24.5 |
| 50 | 46.4 |
| 100 | 77.1 |
| 200 | 98.7 |
| 400 | 102.7 |

Reaching 95% of the limit takes a true potential of 188 mV. The value 103 mV limits the intercept of the extrapolated tail; the true wall potential has no such limit in this model.

The limiting profile shows why. Setting $\gamma=1$ gives $y=4\,{\rm artanh}(e^{-X})$, which is finite at every $X>0$ and diverges only at the wall. Raising the wall potential further draws more counterions into a thin layer next to the wall, and their charge screens the addition. The potential at any fixed distance outside that layer tends to a finite value.

Neither $n$ nor $\varepsilon$ appears in $4V/z$. They set the decay length, while the limit is proportional to temperature and inversely proportional to valence.

### (d) The wafer

The wall charge balances the ionic charge:

$$\sigma=-\int_0^\infty\rho\,dx=\varepsilon\int_0^\infty\frac{d^2\psi}{dx^2}\,dx=-\varepsilon\left.\frac{d\psi}{dx}\right|_0=\frac{2\varepsilon V}{z\lambda}\sinh\frac{y_0}{2}.$$

Here $z=1$. A concentration of 10 mM is 10 mol/m³, so $n=10N_A$ per m³. This gives $\lambda=3.04$ nm and $\varepsilon V/\lambda=0.5867$ µC/cm². Working with magnitudes,

$$2\sinh\frac{y_0}{2}=\frac{2.00}{0.5867}=3.409,\qquad y_0=2\,{\rm arsinh}(1.705)=2.606.$$

Restoring the negative sign,

$$\psi_0=-2.606\times25.693\ {\rm mV}=-67.0\ {\rm mV}.$$

Next, $\gamma=\tanh(2.606/4)=0.5727$, so

$$\psi_{\rm app}=-102.77\ {\rm mV}\times0.5727=-58.9\ {\rm mV}.$$

As a numerical test, $y''=\sinh y$ was integrated inward from a pure exponential tail of this amplitude, starting 15 Debye lengths out. It returned a wall potential of $-66.96$ mV, in agreement with the closed formula.

For the 1% distance, solve ${\rm artanh}(u)/u=1.01$. The estimate $u^2/3=0.01$ gives $u\approx0.173$; the full equation gives $u=0.1717$. Since $u=\gamma e^{-x/\lambda}$,

$$x=\lambda\ln\frac{\gamma}{u}=3.04\ {\rm nm}\times\ln\frac{0.5727}{0.1717}=3.66\ {\rm nm}.$$

The exact potential there is $-17.8$ mV. Beyond this distance the exact profile exceeds the matched one in magnitude by less than 1% of the matched value.

Two unmatched linear profiles do worse in the far tail. One that starts from the true $\psi_0$ overestimates the far tail by a factor $y_0/A=1.138$. One that carries the true charge has $|y(0)|=3.409$, or $-87.6$ mV at the wall, and overestimates the tail by a factor 1.488. The matched profile carries the apparent charge $\varepsilon\psi_{\rm app}/\lambda=-1.34$ µC/cm². At this salt concentration the magnitude of that charge cannot exceed $4\varepsilon V/\lambda=2.35$ µC/cm² within the model.

**Comparison with a real rinse.** The charge of $-2$ µC/cm² is an assumed value, meant to represent the net charge of silica in alkaline solution after some counterions have bound to the surface. Silica under such conditions commonly shows zeta potentials of several tens of millivolts, negative, which is the range found here. A zeta potential refers to the plane of shear, however, and is not the same quantity as $\psi_{\rm app}$. The amount of counterion binding, which sets the diffuse charge, is uncertain. If the diffuse charge were $-5$ µC/cm², with salt and temperature unchanged, $\psi_0$ would be $-110.8$ mV and $\psi_{\rm app}$ would be $-81.4$ mV, a change of about 23 mV in the apparent value. A final rinse in nearly pure water contains far less salt than assumed here. At fixed diffuse charge, lower salt raises $|\sigma|\lambda/(\varepsilon V)$ and moves the wall closer to saturation.

The field dependence of the permittivity has a much smaller effect at the stated charge. A permittivity that falls with the square of the field, with a rough coefficient of $10^{-17}$ m²/V², drops by 0.8% at the wall and changes $|\psi_{\rm app}|$ by about $-0.06$ mV. Ion correlations are gauged by $2\pi\ell_B^2|\sigma|/e=0.40$, where $\ell_B=0.715$ nm is the distance at which two unit charges interact with energy $kT$. This is below one, the side on which mean-field theory is reasonable, though not so small that correlations vanish. In a bath at 60 °C the saturation value itself rises to 114.8 mV.

## Variation 1: an intercept above the limit

*A tail fitted at 25 °C in monovalent salt extrapolates to 107.91 mV at the assumed wall plane. What true wall potential does this imply?*

The amplitude is $A=107.91/25.693=4.20$. The exact decaying solution with this tail is $y=4\,{\rm artanh}[(A/4)e^{-X}]$. Followed inward, it diverges when the argument reaches one:

$$X=\ln\frac A4=\ln1.05=0.0488 .$$

The divergence occurs before the wall is reached, so no finite potential at $X=0$ can produce this tail. Inward numerical integration of $y''=\sinh y$ with $A=4.2$ agrees: $y$ passes 30 at $X=0.04879$.

For $\lambda=3.04$ nm the divergence lies 0.15 nm from the assumed plane. If the diffuse layer really begins farther out than that, the same tail is compatible with a finite potential at its true starting plane. A small excess over 103 mV may therefore reflect a misplaced origin, an error in the fit, or a failure of the point-ion model.

## Variation 2: ions of finite size

*Does the limit survive if ions cannot overlap?*

In the Bikerman lattice-gas model each cell of volume $a^3$ holds at most one ion. Let $\nu=2na^3$ be the occupied fraction in the bulk. Equilibrium between filled and empty cells gives

$$\frac{n_\pm a^3}{1-(n_++n_-)a^3}=\frac{na^3}{1-\nu}e^{\mp y}.$$

Adding the two equations gives the empty fraction, $(1-\nu)/(1-\nu+\nu\cosh y)$. Since $\cosh y-1=2\sinh^2(y/2)$,

$$n_\pm=\frac{ne^{\mp y}}{1+2\nu\sinh^2(y/2)},\qquad y''=\frac{\sinh y}{1+2\nu\sinh^2(y/2)}.$$

Multiplying by $y'$ and integrating from the bulk gives $y'=-s(y)$, with

$$s^2=\frac2\nu\ln\!\left[1+2\nu\sinh^2\frac y2\right].$$

Then $X=\int_y^{y_0}dt/s(t)$. Adding and subtracting $1/t$ in the integrand gives

$$ye^X=y_0\exp\int_y^{y_0}\left[\frac1{s(t)}-\frac1t\right]dt .$$

Letting $y\to0$ yields the tail amplitude $A$. Differentiation gives $d\ln A/dy_0=1/s(y_0)$. For point ions $s$ grows exponentially, so $\ln A$ converges. Here $s\approx\sqrt{2y_0/\nu}$ at large $y_0$, and $\int dy_0/s$ grows as $\sqrt{2\nu y_0}$ without bound. The strict limit is lost because crowded counterions form a thicker layer and push the tail outward.

For the wafer, with a rough hydrated diameter $a=0.66$ nm and the charge held at $-2$ µC/cm², $\psi_{\rm app}$ moves only from $-58.9$ to $-59.1$ mV. At the same salt concentration and ion size, $|\psi_{\rm app}|$ reaches the point-ion limit $4kT/e=102.8$ mV at a charge of 19.3 µC/cm² and a wall potential of 207 mV, in magnitude. In this model the point-ion formula is therefore accurate at the wafer's charge, but 103 mV is not an upper bound. The crossing is a property of the model, not a prediction for a real wafer. It depends strongly on the assumed ion size: within the lattice model it falls from about 29 to 17 µC/cm² as $a$ goes from 0.50 to 0.72 nm. The lattice gas also understates crowding. Hard spheres of diameter 0.66 nm, treated with the Carnahan-Starling equation of state, put the crossing near 10.5 µC/cm² and move $\psi_{\rm app}$ at the wafer's charge to $-59.9$ mV, a shift of about 1 mV. At 19.3 µC/cm² the wall field with uniform permittivity would be about $2.8\times10^8$ V/m, too strong for the permittivity to stay uniform, and the correlation measure $2\pi\ell_B^2|\sigma|/e$ would be 3.9, where mean-field theory is no longer reliable.

## Computed values

```
temperature: 298.15 K
relative permittivity (input): 78.4
salt concentration (input): 10.0 mM
diffuse-layer charge (input): -2.00 uC/cm2
thermal voltage kT/e: 25.693 mV
saturation value 4kT/e: 102.77 mV
Debye length: 3.040 nm
charge unit eps*kT/(e*lambda): 0.5867 uC/cm2
reduced wall slope magnitude: 3.4092
reduced wall potential magnitude: 2.6063
tanh(y0/4): 0.5727
true surface potential: -66.96 mV
apparent surface potential: -58.86 mV
wall potential from inward integration: -66.96 mV
apparent charge: -1.344 uC/cm2
saturated apparent charge size: 2.347 uC/cm2
linear wall potential from true charge: -87.59 mV
tail overestimate using true potential: 1.138 times
tail overestimate using true charge: 1.488 times
u at 1 percent mismatch: 0.1717
distance for 1 percent mismatch: 3.66 nm
exact potential at that distance: -17.82 mV
true 25 mV -> apparent: 24.52 mV
true 50 mV -> apparent: 46.40 mV
true 100 mV -> apparent: 77.08 mV
true 200 mV -> apparent: 98.66 mV
true 400 mV -> apparent: 102.68 mV
true potential for 95 percent saturation: 188.3 mV
test tail amplitude above limit: 107.91 mV
its divergence distance: 0.04879 Debye lengths
wall counterion concentration: 135.5 mM
ion diameter (rough input): 0.66 nm
apparent potential, finite ions: -59.110 mV
shift in size, finite ions: 0.250 mV
finite-ion charge size at 4kT/e: 19.3 uC/cm2
finite-ion wall potential size there: 207 mV
wall field size: 0.288 MV/cm
permittivity coefficient (rough input): 1.0e-17 m2/V2
wall permittivity drop: 0.84 percent
apparent potential, field effect: -58.798 mV
shift in size, field effect: -0.062 mV
higher diffuse charge (input): -5.00 uC/cm2
true potential at higher charge: -110.80 mV
apparent potential at higher charge: -81.45 mV
Bjerrum length: 0.715 nm
ion-correlation coupling parameter: 0.401 (no unit)
warm-bath temperature (input): 333.15 K
saturation value in warm bath: 114.83 mV
```
